# Anderson Acceleration, GMRES and the Second Broyden Update on Quadratic Surfaces

## 1. One coordinate

Take one coordinate \(x\) with energy \(E=\tfrac12hx^2\), \(h>0\), and force \(F=-hx\). A simple force iteration moves along the force, \(x_1=x_0+\beta F_0\), with a step factor \(\beta\neq0\) that turns a force into a displacement. The new force is

\[
F_1=-h(x_0+\beta F_0)=(1-\beta h)F_0 .
\]

Anderson acceleration mixes the two points with weights \(\alpha_0+\alpha_1=1\), chosen to make the mixed force as small as possible. Here

\[
\alpha_0F_0+\alpha_1F_1=(1-\alpha_1)F_0+\alpha_1(1-\beta h)F_0=(1-\alpha_1\beta h)F_0 ,
\]

which vanishes for \(\alpha_1=1/(\beta h)\). The mixed point is

\[
\bar x=x_0+\alpha_1(x_1-x_0)=x_0+\frac{1}{\beta h}\,\beta F_0=x_0+\frac{F_0}{h}=0 ,
\]

the minimum. The step factor has dropped out.

Two other methods give the same point. GMRES looks for a displacement \(d=cF_0\) that minimizes \(|F_0-hd|\), and finds \(c=1/h\). A secant method estimates the inverse curvature from the differences \(s=x_1-x_0=\beta F_0\) and \(y=F_1-F_0=-\beta hF_0\) as \(-s/y=1/h\).

On a quadratic surface in several dimensions the agreement with GMRES survives for the mixed points, provided that all earlier points are kept and that GMRES lowers its residual at every step until it converges. The agreement with a secant method survives in a different form: a quasi-Newton step whose inverse-Hessian estimate satisfies all stored secants, and otherwise differs least from \(\beta I\), lands on the next point at which Anderson evaluates the force. That point is the mixed point plus one force step. In one dimension the two coincide, because the mixed force is zero.

## 2. The two minimizations

Let \(x\) hold \(n\) coordinates, measured from a stationary point, and let

\[
E(x)=E_*+\tfrac12x^{T}Hx,\qquad F(x)=-\nabla E=-Hx ,
\]

with \(H\) symmetric and nonsingular. Norms are Euclidean, arithmetic is exact, and \(F_0\neq0\).

**Anderson acceleration with full memory** keeps all points \(x_0,\dots,x_k\) and their forces \(F_j=F(x_j)\). It chooses weights with \(\sum_j\alpha_j=1\) that minimize \(|\sum_j\alpha_jF_j|\), and then sets

\[
\bar x_k=\sum_{j=0}^k\alpha_jx_j,\qquad
x_{k+1}=\bar x_k+\beta_k\sum_{j=0}^k\alpha_jF_j,\qquad \beta_k\neq0 .
\]

I call \(\bar x_k\) the mean point, although weights may be negative or exceed one.

**GMRES without restart**, applied to \(Hd=F_0\), uses the Krylov space

\[
K_k=\mathrm{span}\{F_0,HF_0,\dots,H^{k-1}F_0\},\qquad K_0=\{0\}.
\]

Its displacement \(d_k\in K_k\) minimizes \(|F_0-Hd|\) over \(d\in K_k\). The minimizer is unique: the least-squares problem fixes the vector \(Hd_k\), and \(H\) is nonsingular. Write

\[
x_k^{G}=x_0+d_k,\qquad r_k=F_0-Hd_k .
\]

Since \(F(x_0+d)=-Hx_0-Hd=F_0-Hd\), the residual \(r_k\) is the physical force at \(x_k^G\).

## 3. The equivalence and its proof

**Theorem.** Suppose that \(r_0,\dots,r_{k-1}\) are nonzero and that \(|r_j|<|r_{j-1}|\) for \(1\le j\le k-1\). Then

\[
\bar x_k=x_k^G,\qquad x_{k+1}=x_k^G+\beta_kr_k .
\]

The mean points are the GMRES iterates. The points at which Anderson evaluates forces lie one force step further on.

**Mixing forces.** On the quadratic surface the force is linear in \(x\), so

\[
\sum_j\alpha_jF_j=-H\sum_j\alpha_jx_j=F(\bar x_k).
\]

With the origin elsewhere, \(F\) would contain a constant, and \(\sum_j\alpha_j=1\) would reproduce it. The same condition gives

\[
\bar x_k=x_0+\sum_{j=1}^k\alpha_j(x_j-x_0),
\]

where \(\alpha_1,\dots,\alpha_k\) are free and \(\alpha_0\) is whatever remains. Anderson therefore minimizes \(|F(x)|\) over \(x_0\) plus the span of the displacements \(x_j-x_0\). If these displacements form a basis of \(K_k\), this is the GMRES minimization. Uniqueness gives \(\bar x_k=x_k^G\), the mixed force is \(r_k\), and the second formula follows. It remains to show that they do form a basis.

**Start of the induction.** For \(k=0\) the only weight is one, so \(\bar x_0=x_0\) and \(x_1-x_0=\beta_0F_0\). This is a basis of \(K_1\).

**Induction step.** Suppose \(x_1-x_0,\dots,x_j-x_0\) form a basis of \(K_j\), with \(1\le j\le k-1\). Then, as just shown,

\[
x_{j+1}-x_0=d_j+\beta_jr_j .
\]

Here \(d_j\in K_j\). We need \(r_j\) to bring in a new direction.

If \(d_j\) lay in \(K_{j-1}\), its residual could not be smaller than \(|r_{j-1}|\), the minimum over that space. The strict decrease excludes this, so

\[
d_j=cH^{j-1}F_0+v,\qquad c\neq0,\quad v\in K_{j-1}.
\]

Multiplying by \(H\) gives

\[
r_j=(F_0-Hv)-cH^jF_0 .
\]

The bracket lies in \(K_j\). Suppose that \(r_j\) did too. Then \(H^jF_0\in K_j\), because \(c\neq0\), and \(H\) would map \(K_j\) into itself. As \(H\) is nonsingular, the image would have the same dimension, so \(HK_j=K_j\). Then \(F_0=Hd\) for some \(d\in K_j\), and GMRES would have reached \(r_j=0\), contrary to assumption.

Hence \(r_j\) lies in \(K_{j+1}\) but not in \(K_j\). Because \(\beta_j\neq0\), the same is true of \(x_{j+1}-x_0\). We now have \(j+1\) independent vectors in \(K_{j+1}\), whose dimension is at most \(j+1\), so they form a basis. This completes the proof.

The step factors may change from step to step: they alter the raw points but not the mean points. The proof does need every stored point. If old points are discarded, the remaining displacements need not span \(K_k\), and the argument no longer applies.

## 4. When GMRES stands still

The condition of strict decrease is met automatically at a minimum. Suppose that \(|r_k|=|r_{k-1}|\neq0\). Then \(d_{k-1}\) is already the minimizer over the larger space \(K_k\). Changing it by \(\epsilon v\), with \(v\in K_k\), gives

\[
|r_{k-1}-\epsilon Hv|^2=|r_{k-1}|^2-2\epsilon\,r_{k-1}^{T}Hv+\epsilon^2|Hv|^2 .
\]

At a minimum the linear term vanishes, so \(r_{k-1}^THv=0\) for every \(v\in K_k\). But \(r_{k-1}=F_0-Hd_{k-1}\) itself lies in \(K_k\). Choosing \(v=r_{k-1}\) gives

\[
r_{k-1}^{T}Hr_{k-1}=0 ,
\]

which is impossible for positive definite \(H\). The theorem then holds until convergence, which comes at some \(k\le n\): a nonzero \(r_n\) would have to lie outside \(K_n\), which is already the whole space.

At a saddle the condition can fail. In model units take

\[
H=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad
x_0=\begin{pmatrix}-1\\1\end{pmatrix},\qquad
F_0=\begin{pmatrix}1\\1\end{pmatrix}.
\]

Here \(HF_0=(1,-1)^T\) is perpendicular to \(F_0\). On the line \(x_0+tF_0\),

\[
|F|^2=|F_0-tHF_0|^2=2+2t^2 ,
\]

so the best point is \(t=0\). Both methods return \(x_0\) at \(k=1\), as the theorem says.

At \(k=2\) they part. GMRES has the new direction \(HF_0\), spans the plane and reaches the saddle. Its residuals are 1.4142, 1.4142 and 0. Anderson steps from \(\bar x_1=x_0\) along \(F_0\) again, so \(x_2\) lies on the old line. By repetition so do all later points, and the mean force stays at 1.4142. Another nonzero step factor does not help, since it only moves the point along this line. The weights are no longer unique there, but the mean point is. The stall needs \(F_0^THF_0=0\) exactly. From \(x_0=(-1,1+\epsilon)^T\) with small \(\epsilon\neq0\) we get \(F_0^THF_0=1-(1+\epsilon)^2\neq0\). The residual then decreases strictly, and by the theorem the mean point at \(k=2\) is the saddle.

## 5. What is made small

The force that Anderson actually evaluates next is

\[
F_{k+1}=-H(\bar x_k+\beta_kr_k)=(I-\beta_kH)r_k .
\]

If \(\lambda_i\) are the eigenvalues of \(H\), expansion in its orthonormal eigenvectors gives

\[
|F_{k+1}|\le\max_i|1-\beta_k\lambda_i|\;|r_k| .
\]

For large \(\beta_k\) the factor in this bound exceeds one, so the raw force is allowed to be larger than the mean force; part 7 gives a case where it is. Since \(K_k\subset K_{k+1}\), the residual \(|r_k|\) cannot rise. The raw force carries no such guarantee.

Nor is the energy being minimized. Over the same set \(x_0+K_k\), the lowest energy for positive definite \(H\) requires the force to be perpendicular to \(K_k\). GMRES instead requires \(r_k\) to be perpendicular to \(HK_k\). The first condition defines the conjugate-gradient point, which has lower or equal energy and larger or equal force.

## 6. Anderson as a quasi-Newton method

This part does not assume a quadratic surface. Define

\[
s_j=x_{j+1}-x_j,\qquad y_j=F_{j+1}-F_j ,
\]

and collect \(s_0,\dots,s_{k-1}\) as columns of \(S\) and \(y_0,\dots,y_{k-1}\) as columns of \(Y\). Let the \(y_j\) be linearly independent and \(\beta\) constant.

**Removing the constraint.** Because the weights sum to one,

\[
\bar x_k=x_k-\sum_{i<k}\alpha_i(x_k-x_i)
=x_k-\sum_{i<k}\alpha_i\sum_{j=i}^{k-1}s_j
=x_k-S\gamma,\qquad \gamma_j=\sum_{i\le j}\alpha_i .
\]

In the same way the mixed force is \(F_k-Y\gamma\), and \(\gamma\) is unconstrained. Minimizing its norm requires \(Y^T(F_k-Y\gamma)=0\), so \(\gamma=(Y^TY)^{-1}Y^TF_k\). The Anderson step becomes

\[
x_{k+1}=x_k-S\gamma+\beta(F_k-Y\gamma)=x_k+G_kF_k,
\]

\[
G_k=\beta I-(S+\beta Y)(Y^TY)^{-1}Y^T,\qquad G_0=\beta I .
\]

**Secants.** Multiplying by \(Y\) gives \(G_kY=\beta Y-S-\beta Y=-S\). The sign is that of an inverse Hessian: on a quadratic surface \(y=-Hs\), hence \(H^{-1}y=-s\).

**Least change.** Any other matrix obeying these secants is \(G_k+Z\) with \(ZY=0\). Now \(G_k-\beta I=MY^T\), where \(M=-(S+\beta Y)(Y^TY)^{-1}\). Its Frobenius inner product with \(Z\) is

\[
\mathrm{tr}\,[Z(MY^T)^T]=\mathrm{tr}\,[ZYM^T]=0 .
\]

Therefore \(\|G_k+Z-\beta I\|^2=\|G_k-\beta I\|^2+\|Z\|^2\). Among all matrices that satisfy the stored secants, \(G_k\) is closest to \(\beta I\).

**The second Broyden update** asks for less. Given a current \(G\) and one new pair \((s,y)\), it makes the smallest change to \(G\) for which \(G^+y=-s\). The argument above, with one column and \(G\) in place of \(\beta I\), gives

\[
G^+=G-\frac{(s+Gy)\,y^T}{y^Ty}.
\]

Let an older pair satisfy \(Gy'=-s'\). After the update,

\[
G^+y'=-s'-(s+Gy)\frac{y^Ty'}{y^Ty}.
\]

The old secant is lost unless \(y\) is perpendicular to \(y'\) or \(s+Gy=0\).

**The exact relation.** Let \(\hat y_k\) be \(y_k\) minus its orthogonal projection on the span of \(y_0,\dots,y_{k-1}\). Then the Anderson matrices obey

\[
G_{k+1}=G_k-\frac{(s_k+G_ky_k)\,\hat y_k^T}{\hat y_k^Ty_k}.
\]

The denominator equals \(|\hat y_k|^2\), which is nonzero by independence. To prove the formula, let its right side act on three kinds of vector:

- On an old \(y_j\) the correction vanishes, since \(\hat y_k^Ty_j=0\), and the result is \(-s_j\).
- On \(y_k\) it gives \(G_ky_k-(s_k+G_ky_k)=-s_k\).
- On a vector \(w\) perpendicular to \(y_0,\dots,y_k\) it gives \(G_kw=\beta w\).

The matrix \(G_{k+1}\) acts identically on all three, and together they span the space. So the two sides are equal.

Anderson acceleration is thus the multisecant form of the second Broyden update. For the first pair (\(k=0\)), or with mutually perpendicular \(y_j\), we have \(\hat y_k=y_k\), and the ordinary update started from \(\beta I\) gives the same matrices. Anderson keeping only the latest pair is a different method: it rebuilds \(G\) from \(\beta I\) at every step, whereas the ordinary update accumulates its corrections.

**Back to the quadratic surface.** If \(n\) independent pairs have been collected, \(Y=-HS\) is invertible and \(G_nY=-S=H^{-1}Y\). Hence \(G_n=H^{-1}\), and the next step is a Newton step to the stationary point.

## 7. A chain of six atoms

Six atoms on a line are joined to each other and to two fixed walls by seven springs. With displacements \(u_1,\dots,u_6\) and \(u_0=u_7=0\),

\[
E=\tfrac12\sum_{i=1}^{7}k_i(u_i-u_{i-1})^2,\qquad
F_i=k_{i+1}(u_{i+1}-u_i)-k_i(u_i-u_{i-1}).
\]

The model constants are \(k=(10,4,8,2,6,3,9)\) eV/Å\(^2\). The start is \((0.10,-0.05,0.08,0.02,-0.06,0.04)\) Å, and \(\beta=0.05\) Å\(^2\)/eV. Numerical diagonalization gives Hessian eigenvalues from 1.117 to 20.660 eV/Å\(^2\).

**The first mixing.** For the first atom the starting force is

\[
4(-0.05-0.10)-10(0.10)=-1.600\ \text{eV/Å},
\]

so it moves to \(0.10+0.05(-1.600)=0.020\) Å. Minimizing \(|F_0+\alpha_1(F_1-F_0)|\) over all six components gives

\[
\alpha_1=-\frac{F_0^T(F_1-F_0)}{|F_1-F_0|^2}=1.02337,\qquad \alpha_0=-0.02337 .
\]

The mean position of the first atom is

\[
-0.02337(0.10)+1.02337(0.020)=0.01813\ \text{Å},
\]

which is also its position in the first GMRES iterate. The mixing extrapolates slightly beyond \(x_1\). By \(k=3\) the weights are 0.03, 0.58, −3.42 and 3.81, far from an ordinary average.

**Force norms.** GMRES was run with Arnoldi orthogonalization, and the Anderson weights were found by linear least squares. The table gives norms in eV/Å. The last three columns are forces at the points actually visited.

| \(k\) | GMRES \(\lvert r_k\rvert\) | Anderson | Broyden | fixed step |
|---|---|---|---|---|
| 0 | 2.787 | 2.787 | 2.787 | 2.787 |
| 1 | 0.3429 | 0.3487 | 0.3487 | 0.3487 |
| 2 | 0.1043 | 0.1264 | 0.1264 | 0.1297 |
| 3 | 0.0567 | 0.0862 | 0.0860 | 0.0926 |
| 4 | 0.0133 | 0.0387 | 0.0676 | 0.0770 |
| 5 | 0.0101 | 0.0111 | 0.0175 | 0.0654 |
| 6 | \(5\times10^{-16}\) | 0.0094 | 0.0119 | 0.0557 |

The Anderson mean forces agree with the GMRES column up to rounding. Runs with \(\beta=0.05\), with \(\beta=0.20\) and with the two alternating gave mean points within \(4.2\times10^{-15}\) Å of the GMRES iterates.

The raw Anderson force at \(k=6\) is still 0.0094 eV/Å and shows no sign that the search is nearly over. Yet the mean of the seven stored points is the minimum, and the next raw force is \(8\times10^{-15}\) eV/Å, which is rounding error. To bring the raw force below \(10^{-6}\) eV/Å, Anderson needs 8 force evaluations, ordinary second Broyden 13 and the fixed step 176. These counts belong to this chain and this start. For the fixed step, the softest mode shrinks by a factor of only \(1-0.05(1.117)=0.944\) per step.

**A large step factor.** For \(\beta=0.20\) Å\(^2\)/eV the bound of part 5 is \(|1-0.20(20.660)|=3.13\). The largest ratio \(|F_{k+1}|/|r_k|\) found is 2.89. A fixed-step iteration would multiply the stiffest mode by 3.13 in size at every step and diverge if that mode is present. The Anderson mean points are unaffected.

**Force against energy.** At \(k=3\) the GMRES point has energy \(4.10\times10^{-4}\) eV above the minimum and force 0.0567 eV/Å. The energy minimizer in the same Krylov space has \(2.79\times10^{-4}\) eV and 0.0675 eV/Å. Each method wins by its own measure.

**The lost secant.** Anderson and Broyden share \(x_1\) and \(x_2\), because up to then at most one pair is stored. The cosine between \(y_0\) and \(y_1\) is 0.12, not zero, so the second Broyden update disturbs the first secant. The error \(|G_2y_0+s_0|\) is 5.8% of \(|s_0|\), whereas for Anderson it is at rounding level. The two points \(x_3\) differ by just 0.00007 Å, and Broyden's force there is even slightly smaller. Keeping all secants does not guarantee a smaller raw force at each step.

**Beyond the quadratic surface.** Add \(\tfrac14q(u_i-u_{i-1})^4\) to each spring energy, with \(q=100\) eV/Å\(^4\), and repeat the Anderson run with \(\beta=0.05\) Å\(^2\)/eV. At \(k=2\) the mixed force has norm 0.1163 eV/Å and the true force at the mean point 0.1172 eV/Å. As vectors they differ by 0.0057 eV/Å, about 5% of either. The identity \(\sum_j\alpha_jF_j=F(\bar x_k)\) has failed, and with it the proof of equivalence to GMRES. The multisecant relation of part 6 still holds as long as the \(y_j\) are linearly independent, because it rests on the stored differences alone. With six coordinates this allows at most six pairs. A seventh \(y_j\) is a combination of the others, and off the quadratic surface the \(s_j\) need not obey the same combination. Then no matrix satisfies all stored secants, and neither the weights nor the mean point is unique.

All numerical values are calculated from the stated model.
